# Finite-Momentum Exciton Hamiltonian and Its Nonanalytic Exchange Term

## The result

Consider a three-dimensional insulator with statically screened electron-hole attraction, in the Tamm-Dancoff approximation and without spin-orbit coupling. Hartree atomic units are used. A singlet exciton of wavevector $Q$ is a superposition of pairs with a hole in $v\mathbf k$ and an electron in $c\,\mathbf k+\mathbf Q$. Its Hamiltonian is

$$H(\mathbf Q)=(\varepsilon_{c\mathbf k+\mathbf Q}-\varepsilon_{v\mathbf k})\,\delta+2K^x(\mathbf Q)-K^d(\mathbf Q).\tag{1}$$

Let $i=(vc\mathbf k)$ and $j=(v'c'\mathbf k')$, let $V$ be the crystal volume, and let $v(\mathbf q)=4\pi/q^2$. Then

$$K^x_{ij}=\frac1V\sum_{\mathbf G}v(\mathbf Q+\mathbf G)\,\rho_i^*(\mathbf G)\rho_j(\mathbf G),\qquad \rho_i(\mathbf G)=\langle u_{v\mathbf k}|e^{-i\mathbf G\cdot\mathbf r}|u_{c\mathbf k+\mathbf Q}\rangle,\tag{2}$$

$$K^d_{ij}=\frac1V\sum_{\mathbf G\mathbf G'}\langle u_{c\mathbf k+\mathbf Q}|e^{i\mathbf G\cdot\mathbf r}|u_{c'\mathbf k'+\mathbf Q}\rangle W_{\mathbf G\mathbf G'}(\mathbf k-\mathbf k')\langle u_{v\mathbf k}|e^{i\mathbf G'\cdot\mathbf r}|u_{v'\mathbf k'}\rangle^*.\tag{3}$$

Suppose that gaps separate the chosen valence and conduction groups from each other and from all other bands. In a conduction frame that is smooth in $\mathbf Q$, every part of $H$ is analytic near $\mathbf Q=0$ except the $\mathbf G=0$ term of $K^x$. With $\mathbf n=\mathbf Q/|\mathbf Q|$, that term tends to

$$K^{x,0}_{ij}\to\frac{4\pi}{V}(\mathbf n\cdot\mathbf d_i)^*(\mathbf n\cdot\mathbf d_j),\qquad \mathbf d_i=\frac{\langle\psi_{v\mathbf k}|\mathbf p|\psi_{c\mathbf k}\rangle}{\varepsilon_{c\mathbf k}-\varepsilon_{v\mathbf k}},\tag{4}$$

which depends on the direction of approach. The expression for $\mathbf d$ holds for a local crystal potential, and its energies are the eigenvalues of the local Hamiltonian that supplies the $\psi$. If quasiparticle corrections change the energies in (1) but not the wavefunctions, the denominator of $\mathbf d$ keeps the uncorrected energies. The analyticity of the one-body part is derived below for the local Hamiltonian; for corrected energies it is an extra assumption.

The smooth frame is part of the statement. Arbitrary eigenvector phases make matrix elements jump, and level crossings can make eigenvalues nonsmooth even when $H$ is analytic.

## First derivation: Bloch pairs

**Signs and spin.** Relative to the filled-valence determinant $\Phi$, the normal-ordered two-body operator is

$$\tfrac12\sum(pq|rs)\{a^\dagger_{p\mu}a_{q\mu}a^\dagger_{r\nu}a_{s\nu}\},\qquad (pq|rs)=\iint\frac{\psi_p^*(1)\psi_q(1)\psi_r^*(2)\psi_s(2)}{r_{12}}.$$

Place it between $\langle\Phi|a^\dagger_{v\sigma}a_{c\sigma}$ and $a^\dagger_{c'\tau}a_{v'\tau}|\Phi\rangle$. The creators in the operator must be those of $c$ and $v'$. The two ways of assigning them give equal terms and cancel the factor $\frac12$. The annihilators, $v$ and $c'$, can be assigned in two ways:

- With $(cv|v'c')$, each factor $a^\dagger a$ pairs with one side. The contractions are nested, so the sign is $+$. Each density conserves its own spin, so $\sigma$ and $\tau$ are independent.
- With $(cc'|v'v)$, the two annihilators are interchanged, so the sign is $-$. Spin now requires $\sigma=\tau$.

The singlet pair is $2^{-1/2}\sum_\sigma a^\dagger_{c\sigma}a_{v\sigma}|\Phi\rangle$. The spin sums $\frac12\sum_{\sigma\tau}1=2$ and $\frac12\sum_{\sigma\tau}\delta_{\sigma\tau}=1$ give the factors in (1). For a triplet the relative minus sign makes the first sum vanish: it has no exchange term and hence no such singularity. The one-body part gives the conduction orbital energy minus the valence orbital energy. The static Bethe-Salpeter approximation replaces these by quasiparticle energies and replaces $1/r_{12}$ by $W$ in the second integral alone.

**Umklapp.** Write $\psi_{n\mathbf k}=V^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with the cell average of $|u|^2$ equal to one; brackets between $u$'s denote cell averages. Choose $\psi_{n,\mathbf k+\mathbf G_0}=\psi_{n\mathbf k}$. If $\mathbf k+\mathbf Q=\mathbf p+\mathbf G_0$ with $\mathbf p$ in the Brillouin zone, equality of the Bloch functions requires

$$u_{c\mathbf k+\mathbf Q}(\mathbf r)=e^{-i\mathbf G_0\cdot\mathbf r}u_{c\mathbf p}(\mathbf r).\tag{5}$$

For $u=\sum_{\mathbf G}C(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$ this means $C_{c\mathbf k+\mathbf Q}(\mathbf G)=C_{c\mathbf p}(\mathbf G+\mathbf G_0)$. The factor in (5) depends on $\mathbf r$, so it is not a constant phase that could be dropped. In (2) it gives $\rho_i(\mathbf G)=\langle u_{v\mathbf k}|e^{-i(\mathbf G+\mathbf G_0)\cdot\mathbf r}|u_{c\mathbf p}\rangle$, shifted relative to $v(\mathbf Q+\mathbf G)$. In (3) it cancels only between pairs with the same $\mathbf G_0$, and $\mathbf G_0$ depends on $\mathbf k$. Adding a reciprocal vector to $\mathbf Q$ leaves every pair state unchanged. Thus $H(\mathbf Q+\mathbf G_0)=H(\mathbf Q)$, and the singularity recurs at each reciprocal vector.

**Exchange integral.** The pair density of $j$ is

$$\psi^*_{v'\mathbf k'}\psi_{c'\mathbf k'+\mathbf Q}=\frac1V\sum_{\mathbf G}\rho_j(\mathbf G)e^{i(\mathbf Q+\mathbf G)\cdot\mathbf r}.$$

Its Coulomb potential has each component multiplied by $v(\mathbf Q+\mathbf G)$. Integration against the conjugate density of $i$ gives $V^{-2}\cdot V$ times the sum over equal wavevectors, which is (2). Densities with different $\mathbf Q$ in the zone share no wavevector. More generally, translation symmetry forbids any coupling between different $\mathbf Q$.

**Direct integral.** The density $\psi_{v\mathbf k}\psi^*_{v'\mathbf k'}$ has wavevector $\mathbf k-\mathbf k'$. Insert

$$W(\mathbf r,\mathbf r')=\frac1V\sum_{\mathbf q\mathbf G\mathbf G'}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}W_{\mathbf G\mathbf G'}(\mathbf q)e^{-i(\mathbf q+\mathbf G')\cdot\mathbf r'}.$$

Only $\mathbf q=\mathbf k-\mathbf k'$ survives, and (3) follows. If this difference leaves the zone, both indices of $W$ are shifted: $W_{\mathbf G\mathbf G'}(\mathbf q+\mathbf G_1)=W_{\mathbf G+\mathbf G_1,\mathbf G'+\mathbf G_1}(\mathbf q)$. Performing the $\mathbf G'$ sum first gives

$$K^d_{ij}=\frac1V\langle u_{c\mathbf k+\mathbf Q}|\phi_{\mathbf k\mathbf k'}|u_{c'\mathbf k'+\mathbf Q}\rangle.\tag{6}$$

Here $\phi_{\mathbf k\mathbf k'}$, with its valence indices suppressed, is the periodic part of the screened potential of the valence pair density. It does not contain $\mathbf Q$, which enters $K^d$ through the conduction functions alone.

**A smooth frame.** Let $h(\mathbf k)=\frac12(-i\nabla+\mathbf k)^2+V_{\rm cr}(\mathbf r)$ act on periodic functions. The projector on the conduction group is

$$P(\mathbf k)=\oint\frac{dz}{2\pi i}\,[z-h(\mathbf k)]^{-1},$$

with a contour around the energies of that group. Since gaps keep the contour away from the spectrum, $P(\mathbf k+\mathbf Q)$ is analytic in $\mathbf Q$. Let the columns of $F_0$ be the conduction functions at $\mathbf k$, and define

$$F(\mathbf Q)=P(\mathbf k+\mathbf Q)F_0M^{-1/2},\qquad M=F_0^\dagger P(\mathbf k+\mathbf Q)F_0.\tag{7}$$

For real $\mathbf Q$, $F^\dagger F=M^{-1/2}F_0^\dagger P^2F_0M^{-1/2}=1$ because $P^2=P$. Near $\mathbf Q=0$, $M$ is close to one, so $M^{-1/2}$ is analytic. Bras are continued to complex $\mathbf Q$ as $F(\mathbf Q^*)^\dagger$, which is also analytic. The electron energy becomes the matrix $F^\dagger h(\mathbf k+\mathbf Q)F$, analytic even where bands inside the group cross.

**The direct term is analytic.** For $\mathbf k\ne\mathbf k'$, (6) is analytic element by element. Let $\mathbf q$ be $\mathbf k-\mathbf k'$ reduced to the zone, and assume that $W$ diverges no faster than $1/q^2$. For bounded Bloch functions the elements then obey $|K^d_{ij}|\le (C/V)(1+1/q^2)$, uniformly for small complex $\mathbf Q$. In a large crystal their row sums are bounded by a constant times

$$\int_{\rm BZ}\frac{d^3q}{(2\pi)^3}\left(1+\frac1{q^2}\right)<\infty,$$

since $d^3q\propto q^2dq$. The same holds for column sums, so $K^d$ is a bounded operator, and Cauchy's formula bounds its Taylor coefficients. The singularity of $W$ stays at $\mathbf k=\mathbf k'$ and is not transferred to $\mathbf Q$.

**The exchange term.** For $\mathbf G\ne0$ the denominator $|\mathbf Q+\mathbf G|^2$ does not vanish near $\mathbf Q=0$, so these terms are analytic. For $\mathbf G=0$ the overlap $\rho_i(0)$ vanishes at $\mathbf Q=0$ by orthogonality. Its first-order part follows from $[h,P]=0$. With $\boldsymbol\pi=\partial h/\partial\mathbf k=-i\nabla+\mathbf k$,

$$[h,\partial P]+[\boldsymbol\pi,P]=0.$$

Take the element between $\langle u_v|$ and $|u_c\rangle$. Because $Pu_c=u_c$ and $\langle u_v|P=0$,

$$(\varepsilon_v-\varepsilon_c)\langle u_v|\partial P|u_c\rangle+\langle u_v|\boldsymbol\pi|u_c\rangle=0.$$

Differentiating $P^2=P$ gives $P(\partial P)P=0$, so $M=1+O(Q^2)$ and does not contribute at first order. Therefore $\rho_i(0)=\mathbf Q\cdot\mathbf d_i+O(Q^2)$, with $\mathbf d_i$ as in (4). Multiplication by $4\pi/(VQ^2)$ gives the limit (4).

If all $\mathbf d_i$ vanish, $\rho_i(0)$ starts at second order. The term is then continuous, but its leading part is a quartic polynomial divided by $Q^2$. It is nonanalytic if $Q^2$ does not divide that polynomial. If it does, the singularity can still appear at higher order: for $\rho=Q^2+Q_x^4+Q_y^4+Q_z^4$ the term $|\rho|^2/Q^2$ contains $(Q_x^4+Q_y^4+Q_z^4)^2/Q^2$, which is not analytic.

## Second derivation: localized pairs

Assume now that both groups have exponentially localized Wannier functions $w_n(\mathbf r-\mathbf R)$, with

$$\psi_{n\mathbf k}=N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}w_n(\mathbf r-\mathbf R).$$

Here $N$ is the number of cells, $\Omega=V/N$, and $n$ labels a smooth frame, not necessarily an energy band. Let $|\mathbf R;\mathbf S\rangle$ be the singlet pair with its hole at $\mathbf R$ and its electron at $\mathbf R+\mathbf S$, with band labels suppressed. States of definite momentum are

$$|\mathbf Q;\mathbf S\rangle=N^{-1/2}\sum_{\mathbf R}e^{i\mathbf Q\cdot\mathbf R}|\mathbf R;\mathbf S\rangle.$$

The electron contributes the phase $e^{i(\mathbf k+\mathbf Q)\cdot(\mathbf R+\mathbf S)}$ and the hole $e^{-i\mathbf k\cdot\mathbf R}$. Hence

$$|v\mathbf k,c\,\mathbf k+\mathbf Q\rangle=N^{-1/2}\sum_{\mathbf S}e^{i(\mathbf k+\mathbf Q)\cdot\mathbf S}|\mathbf Q;\mathbf S\rangle.\tag{8}$$

This is a unitary change of basis. Umklapp is automatic, since $e^{i\mathbf G_0\cdot\mathbf S}=1$. By translation symmetry,

$$H_{\mathbf S\mathbf S'}(\mathbf Q)=\sum_{\mathbf R}e^{-i\mathbf Q\cdot\mathbf R}\langle\mathbf R;\mathbf S|H|0;\mathbf S'\rangle.\tag{9}$$

Analyticity in $\mathbf Q$ is now a question of how fast a pair's transfer amplitude decays with $\mathbf R$.

**Terms that need overlap.** The one-body part moves one carrier at a time, with amplitudes $\langle w_{n\mathbf R}|h|w_{n'0}\rangle$ that decay exponentially. The direct amplitude is

$$\iint w_c^*(\mathbf r-\mathbf R-\mathbf S)w_{c'}(\mathbf r-\mathbf S')W(\mathbf r,\mathbf r')w^*_{v'}(\mathbf r')w_v(\mathbf r'-\mathbf R)\,d^3r\,d^3r'.$$

It needs overlap of the old and new electron orbitals and of the old and new hole orbitals. If $|W|\le C/|\mathbf r-\mathbf r'|$, it is bounded by a constant times $e^{-\alpha|\mathbf R+\mathbf S-\mathbf S'|}e^{-\alpha|\mathbf R|}$ for some $\alpha>0$. The long range of $W$ attracts a distant electron and hole, but it does not carry the pair through the crystal.

The sum (9) therefore converges for sufficiently small complex $\mathbf Q$ and is analytic. The amplitudes also decay with $|\mathbf S-\mathbf S'|$, so the phases $e^{-i\mathbf Q\cdot(\mathbf S-\mathbf S')}$ from (8) do not spoil this in the $\mathbf k$ basis.

**Exchange transfers dipoles.** Define the transition density $g_{\mathbf S}(\mathbf r)=w_v^*(\mathbf r)w_c(\mathbf r-\mathbf S)$, which decays exponentially with $|\mathbf S|$. The exchange amplitude is

$$X_{\mathbf S\mathbf S'}(\mathbf R)=\iint\frac{g^*_{\mathbf S}(\mathbf r-\mathbf R)\,g_{\mathbf S'}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

It annihilates a pair in one place and creates one in another, so no orbital overlap across $\mathbf R$ is needed. Orthogonality gives $\int g_{\mathbf S}=0$. In the Taylor expansion of $1/|\mathbf R+\mathbf x-\mathbf y|$, the first surviving term is $-(\mathbf x\cdot\nabla)(\mathbf y\cdot\nabla)(1/R)$. With $\boldsymbol\mu_{\mathbf S}=\int\mathbf r\,g_{\mathbf S}\,d^3r$,

$$X_{\mathbf S\mathbf S'}(\mathbf R)\simeq\frac{\boldsymbol\mu_{\mathbf S}^*\cdot\boldsymbol\mu_{\mathbf S'}-3(\hat{\mathbf R}\cdot\boldsymbol\mu_{\mathbf S}^*)(\hat{\mathbf R}\cdot\boldsymbol\mu_{\mathbf S'})}{R^3}.\tag{10}$$

The decay is algebraic, so the argument used for the direct term fails.

To sum the series, split $1/r=\operatorname{erfc}(\eta r)/r+\operatorname{erf}(\eta r)/r$, with $\eta>0$. The first part decays rapidly and contributes an analytic function. The second has Fourier transform $v_\ell(\mathbf q)=4\pi e^{-q^2/4\eta^2}/q^2$. Let $\hat g(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}g(\mathbf r)\,d^3r$. Then

$$X^\ell_{\mathbf S\mathbf S'}(\mathbf R)=\int\frac{d^3q}{(2\pi)^3}v_\ell(\mathbf q)\hat g_{\mathbf S}^*(\mathbf q)\hat g_{\mathbf S'}(\mathbf q)e^{i\mathbf q\cdot\mathbf R}.$$

For $\mathbf Q\ne0$, with the lattice sum defined by a convergence factor that is finally removed, use

$$\sum_{\mathbf R}e^{i(\mathbf q-\mathbf Q)\cdot\mathbf R}=\frac{(2\pi)^3}{\Omega}\sum_{\mathbf G}\delta(\mathbf q-\mathbf Q-\mathbf G).$$

The result is

$$\sum_{\mathbf R}e^{-i\mathbf Q\cdot\mathbf R}X^\ell_{\mathbf S\mathbf S'}(\mathbf R)=\frac1\Omega\sum_{\mathbf G}v_\ell(\mathbf Q+\mathbf G)\hat g_{\mathbf S}^*(\mathbf Q+\mathbf G)\hat g_{\mathbf S'}(\mathbf Q+\mathbf G).\tag{11}$$

Exponential localization makes $\hat g$ analytic, so the $\mathbf G\ne0$ terms are analytic. At $\mathbf G=0$, the function $(e^{-Q^2/4\eta^2}-1)/Q^2$ is analytic, so the Gaussian can be replaced by one without changing the singular part. Since $\hat g_{\mathbf S}(\mathbf Q)=-i\mathbf Q\cdot\boldsymbol\mu_{\mathbf S}+O(Q^2)$, the limit is $(4\pi/\Omega)(\mathbf n\cdot\boldsymbol\mu_{\mathbf S})^*(\mathbf n\cdot\boldsymbol\mu_{\mathbf S'})$.

This is (4) in another basis. Inserting the Wannier expansion in the Bloch overlap gives

$$\rho_{vc\mathbf k}(0)=\sum_{\mathbf S}e^{i(\mathbf k+\mathbf Q)\cdot\mathbf S}\hat g_{\mathbf S}(\mathbf Q).$$

The two factors $N^{-1/2}$ in (8) turn $1/\Omega$ into $1/V$, and the singular term becomes $4\pi\rho_i^*(0)\rho_j(0)/(VQ^2)$, as in the first derivation.

## What the two derivations assume

Both need a gap, static screening and the Tamm-Dancoff pair space. They place different demands on the bands and on $W$.

The first uses a frame that is smooth in $\mathbf Q$ at each separate $\mathbf k$. It needs no frame that is smooth and periodic across the whole zone. The second does: exponentially localized Wannier functions supply such a frame. The trace of its Berry curvature is then the curl of a periodic function and has zero flux through a zone cross-section. The untruncated local Hamiltonian $h(\mathbf k)$ satisfies this condition. For a real potential $h(-\mathbf k)=h(\mathbf k)^*$, so the trace of the curvature is odd in $\mathbf k$, and opposite cross-sections carry opposite flux. While the gaps stay open, the flux is also the same through all parallel cross-sections, so it vanishes. The difference would matter if time reversal were broken, for example by a periodic magnetic field with zero mean. A group with a nonzero Chern number would then have no exponentially localized Wannier functions, but the local frame (7) would still exist.

For the attraction, the first derivation requires an integrable singularity at $\mathbf k=\mathbf k'$. The second requires a real-space bound on $W$. The first supplies the matrix elements for a calculation. The second shows the mechanism: the direct interaction can move a pair only as far as both carriers' orbitals overlap, whereas exchange moves it through a dipole field.

## A model crystal

The example has a cubic cell of $a=10$ bohr, so $b=2\pi/a=0.628$ bohr$^{-1}$. Its potential is

$$-2\sum_iD_i\cos(bx_i)+0.02\sin[b(x+y+z)]\ \text{Ha},\qquad D=(0.18,0.20,0.22)\ \text{Ha}.$$

There are 27 plane waves, one valence band, three conduction bands and a $3\times3\times3$ $\mathbf k$ mesh, hence $27\times3=81$ pairs. The attraction is

$$W=\frac1{1.5\,r_{12}}+g(\mathbf r_1)\frac{e^{-0.5r_{12}}}{r_{12}}g(\mathbf r_2),\qquad g=0.3\sum_i\cos(bx_i).$$

At $\mathbf k=\mathbf k'$ the divergent $1/q^2$ is replaced by its average over one mesh cell. Basis and mesh define the model; convergence is not claimed. The fixed set of 27 plane waves is not periodic in $\mathbf k$, so the model's $H(\mathbf Q)$ jumps when some $\mathbf k+\mathbf Q$ crosses a zone face: for $\mathbf Q\parallel x$ the lowest level goes from 0.2600 to 0.2640 Ha at $|\mathbf Q|=b/6$. The analyticity tests below stay inside that radius. This $W$ is a test form, not a physical screened interaction: near a well centre $r_{12}W\to1/1.5+0.81\approx1.48$, above the bare value of one.

At $\mathbf Q=b(\frac13,\frac13,-\frac13)$ many pairs need (5). The numerical check compares 60 sampled pairs of indices with real-space integrals, and (2) and the direct term in the form (6) agree to rounding error. Without the umklapp phases, the largest error in $K^x$ is $0.9\times10^{-3}$ Ha, where the largest sampled element is $1.9\times10^{-3}$ Ha. The lowest exciton moves from 0.2447 to 0.2608 Ha.

A necessary condition for analyticity can be tested on a circle $|\mathbf Q|=t$. On this fixed mesh the test concerns the matrix elements one by one; it does not probe the large-crystal bound on the row sums of $K^d$. A polynomial of degree $n$ contains angular harmonics no higher than $n$, so the $m$-th harmonic of an analytic function is $O(t^m)$. Its mean differs from the central value by $O(t^2)$. The fitted powers of $t$ are:

| Part | $m=0$ | 1 | 2 | 3 |
|---|---|---|---|---|
| bands | 2.00 | 1.00 | 2.00 | 3.00 |
| $K^d$ | 2.00 | 1.00 | 2.00 | 3.00 |
| $K^x$, $\mathbf G\ne0$ | 2.00 | 1.00 | 2.00 | 3.00 |
| $K^x$, $\mathbf G=0$ | 0.00 | 1.00 | 0.00 | 1.00 |

In the last row the central value is set to zero. Equation (4) is quadratic in $\mathbf n$ and gives $m=0,2$ at order $t^0$. The next term is a cubic polynomial over $Q^2$ and gives $m=1,3$ at order $t$.

For the exciton levels, the limiting term $2K^{x,0}$ is a positive semidefinite matrix of rank one. It lowers no level, and the sum of all shifts is its trace, $(8\pi/V)\sum_i|\mathbf n\cdot\mathbf d_i|^2$. For each axis, the table follows the exciton with the largest dipole weight along that axis. "Transverse" means $\mathbf Q$ along another axis, and "longitudinal" means $\mathbf Q$ along the dipole axis. Energies are in Ha, for $\mathbf Q\to0$:

| Dipole | Transverse | Longitudinal | Trace |
|---|---|---|---|
| $x$ | 0.2350 | 0.2593 | 0.0249 |
| $y$ | 0.2645 | 0.2863 | 0.0221 |
| $z$ | 0.2934 | 0.3131 | 0.0198 |

The $x$ exciton carries 0.985 of the total $x$ dipole weight. The expectation value of the added term in this state is therefore $0.985\times0.0249=0.0245$ Ha. The calculated splitting is 0.0243 Ha, or 0.66 eV. It is slightly smaller because the state can mix with the other pair states. Here the raised $x$ exciton is still the lowest level for $\mathbf Q\parallel x$, so the variational principle makes the expectation value an upper bound. The value belongs to this pair space. With all 26 conduction bands of the basis the splitting is 0.0241 Ha, and adding only the $\mathbf G=0$ exchange coupling to antiresonant pairs, which the Tamm-Dancoff approximation omits, lowers the three-band value to about 0.0231 Ha.

Away from the origin, at $|\mathbf Q|=0.10\,b$, the $x$ exciton lies at 0.2592 Ha for $\mathbf Q\parallel x$ and at 0.2352 Ha for $\mathbf Q\parallel y$. Each branch is close to its own limit, and the two limits differ.

## Table of computed values

```
lattice constant 10.0 bohr; b = 2pi/a = 0.62832 1/bohr
potential depths x,y,z (0.18, 0.2, 0.22) Ha; skew 0.01 Ha
screening constant 1.5; g amplitude 0.3; mu 0.5 1/bohr
plane waves 27; k points 27; pairs 81
smallest valence-conduction gap, 6x6x6 grid: 0.3380 Ha
smallest gap above conduction group: 0.1210 Ha
fermion-operator check, largest error: 2.7e-15 Ha
integral of 1/q^2 over unit cube: 7.67412
same from 81^3 mesh: 7.65909
Umklapp test at Q/b = [ 0.3333  0.3333 -0.3333] ; 60 elements
largest sampled |Kx|, |Kd|: 1.895e-03, 5.868e-03 Ha
errors with phases, Kx, Kd: 4.0e-18, 1.7e-17 Ha
errors without phases, Kx, Kd: 9.03e-04, 3.87e-03 Ha
largest element between different Q: 7.1e-20 Ha
change of H under Q -> Q+b_x: 1.1e-16 Ha
lowest exciton with phases: 0.24472 Ha
lowest exciton without phases: 0.26082 Ha
Scaling exponents, harmonics m=0,1,2,3; radii (0.005, 0.01) b
  single    2.000   1.000   1.999   3.000
  direct    1.999   1.000   1.999   2.999
  body      2.000   1.000   2.000   2.999
  head     -0.000   1.000  -0.000   1.000
head limit, largest relative error: 1.8e-06
Levels for Q -> 0 (|Q| = 1e-05 b), energies in Ha
pol  no head  share  transverse  longitudinal  sum of shifts
 x  0.23500  0.985  0.23500  0.25929  0.02488
 y  0.26445  0.993  0.26445  0.28626  0.02210
 z  0.29336  0.992  0.29336  0.31306  0.01977
L-T splitting x: 0.02428 Ha = 0.661 eV
L-T splitting y: 0.02181 Ha = 0.593 eV
L-T splitting z: 0.01970 Ha = 0.536 eV
lowest level without head: 0.23500 Ha
lowest level, Q along x,y,z: 0.25929 0.23500 0.23500 Ha
x exciton: |Q|/b, Q along x (Ha), Q along y (Ha)
  0.05  0.25922  0.23505
  0.10  0.25924  0.23520
  0.15  0.25970  0.23547
```
